# Rytova-Keldysh Interaction in a Thin Polarizable Sheet and an Ultrathin Film: a numerical check

```python
"""
Result under test (Rydberg units: e^2 = 2, energy in Ry, length in bohr).
Two like unit charges in a polarizable sheet, mean outer permittivity kappa:
    V(q) = 4 pi / (kappa q (1 + r0 q)),
    V(r) = 2/(kappa r0) F(r/r0),  F(x) = (pi/2) [StruveH0(x) - Y0(x)].
F is logarithmic at small x and 1/x at large x.
A film of thickness d and permittivity eps, with both charges in its midplane,
acts as such a sheet with r0 = eps d / (2 kappa) when r is not small against d.
N(x) is the total sheet charge within radius x r0 per unit test charge.
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import solveh_banded
from scipy.optimize import brentq
from scipy.special import struve, yv, j0, j1

BOHR_NM = physical_constants["Bohr radius"][0] * 1e9
RY_EV = physical_constants["Rydberg constant times hc in eV"][0]


def F(x):
    return 0.5 * np.pi * (struve(0, x) - yv(0, x))


def F_log(x):
    return np.log(2 / x) - np.euler_gamma


def net_charge(x):
    """1 + x F'(x), from the derivatives of the Struve and Neumann functions."""
    return 1 + x * (1 - 0.5 * np.pi * (struve(1, x) - yv(1, x)))


def sheet_V(r, r0, kappa):
    return 2 / (kappa * r0) * F(r / r0)


def film_kernel(q, d, eps, kappa):
    t = np.tanh(q * d / 2)
    return 4 * np.pi / (eps * q) * (eps + kappa * t) / (kappa + eps * t)


def film_V(r, d, eps, kappa):
    """Sum over image charges of the film."""
    p = (eps - kappa) / (eps + kappa)
    n = np.arange(1, int(40 / -np.log(p)) + 2)
    return 2 / eps * (1 / r + 2 * np.sum(p**n / np.sqrt(r**2 + (n * d)**2)))


def poisson_V(q, d, eps, kappa_below, kappa_above, n_in=800):
    """Linear finite elements for the layered Poisson equation at wave number q."""
    n_out = 4000
    h_out = 20 / q / n_out
    h = np.concatenate([np.full(n_out, h_out), np.full(n_in, d / n_in),
                        np.full(n_out, h_out)])
    e = np.concatenate([np.full(n_out, kappa_below), np.full(n_in, eps),
                        np.full(n_out, kappa_above)])
    stiff, mass = e / h, q**2 * e * h / 2
    band = np.zeros((2, len(h) - 1))
    band[1] = stiff[:-1] + stiff[1:] + mass[:-1] + mass[1:]
    band[0, 1:] = -stiff[1:-1]
    source = np.zeros(len(h) - 1)
    centre = n_out + n_in // 2 - 1
    source[centre] = 8 * np.pi
    return solveh_banded(band, source)[centre]


def oscillatory_integral(f):
    """Integral of f from 0 to infinity for f oscillating with half-period pi.

    Gauss-Legendre on each half-period; the alternating partial sums are
    brought to their limit by repeated averaging of neighbours.
    """
    nodes, weights = np.polynomial.legendre.leggauss(60)
    starts = np.pi * np.arange(60)
    u = starts[:, None] + 0.5 * np.pi * (nodes + 1)
    sums = np.cumsum(0.5 * np.pi * (f(u) @ weights))[29:]
    while len(sums) > 1:
        sums = 0.5 * (sums[1:] + sums[:-1])
    return sums[0]


# Model film
d, eps, kappa = 20.0, 10.0, 1.0
r0 = eps * d / (2 * kappa)

# Film kernel against the numerical Poisson equation
film_errors = []
for q in (0.005, 0.05, 0.3):
    film_errors.append(abs(poisson_V(q, d, eps, kappa, kappa)
                           / film_kernel(q, d, eps, kappa) - 1))
assert max(film_errors) < 1e-4   # discretization error of the elements

# Fourfold refinement across the film must cut the error about 16 times
coarse_error = abs(poisson_V(0.3, d, eps, kappa, kappa, n_in=200)
                   / film_kernel(0.3, d, eps, kappa) - 1)
refinement_gain = coarse_error / film_errors[-1]
assert 12 < refinement_gain < 20

# Thin-film limit at fixed eps*d between unequal half-spaces: sheet kernel
k1, k2, q_test, r0_test = 1.0, 4.0, 0.01, 100.0
k_mean = (k1 + k2) / 2
sheet_kernel = 4 * np.pi / (k_mean * q_test * (1 + r0_test * q_test))
limit_errors = []
for thickness in (10.0, 1.0):
    eps_thin = 2 * k_mean * r0_test / thickness
    limit_errors.append(abs(poisson_V(q_test, thickness, eps_thin, k1, k2)
                            / sheet_kernel - 1))
assert limit_errors[0] < 2e-2 and limit_errors[1] < 2e-4
assert limit_errors[1] < limit_errors[0] / 20

# Real-space function and enclosed charge against quadrature
quad_errors = []
for x in (0.1, 1.0, 5.0):
    hankel = oscillatory_integral(lambda u: j0(u) / (x + u))
    line = mp.quad(lambda s: mp.exp(-s) / mp.sqrt(x**2 + s**2),
                   [0, x, 10 * x + 1, mp.inf])
    charge = oscillatory_integral(lambda u: j1(u) / (1 + u / x))
    quad_errors += [abs(hankel - F(x)), abs(float(line) - F(x)),
                    abs(charge - net_charge(x))]
assert max(quad_errors) < 1e-6

# Two-sided bounds behind both limits
xs = np.logspace(-4, 2, 601)
assert np.all(F(xs) - F_log(xs) > 0) and np.all(F(xs) - F_log(xs) < xs)
assert np.all(F(xs) < 1 / xs) and np.all(F(xs) > 1 / xs - 1 / xs**3)
assert net_charge(1e-3) < 2e-3 and net_charge(100.0) > 0.98

# Image sum against direct transform of the film kernel (bulk part split off)
for r in (5.0, 20.0, 100.0):
    def rest(q):
        return j0(q * r) * (film_kernel(q, d, eps, kappa) * eps * q
                            / (4 * np.pi) - 1)
    direct = 2 / eps * (1 / r + quad(rest, 0, 40 / d, limit=500)[0])
    assert abs(direct / film_V(r, d, eps, kappa) - 1) < 1e-6

# Inside the thickness: bulk Coulomb law plus a constant
p = (eps - kappa) / (eps + kappa)
shift = -4 / (eps * d) * np.log(1 - p)
assert abs(film_V(0.01, d, eps, kappa) - 2 / (eps * 0.01) - shift) < 1e-6

# Film equals sheet beyond d, and is logarithmic at high contrast
far = np.geomspace(d, 50 * r0, 60)
film_gap = max(abs(film_V(r, d, eps, kappa) / sheet_V(r, r0, kappa) - 1)
               for r in far)
assert film_gap < 0.02
eps_high, r_mid = 1000.0, 200.0
r0_high = eps_high * d / (2 * kappa)
log_high = 2 / (kappa * r0_high) * F_log(r_mid / r0_high)
high_gap = log_high / film_V(r_mid, d, eps_high, kappa) - 1
assert abs(high_gap) < 0.01

# Effect of the environment on the logarithmic law at r = d
kappa_b = 5.0
r0_b = eps * d / (2 * kappa_b)
log_gap = 2 / (kappa * r0) * F_log(d / r0) / film_V(d, d, eps, kappa) - 1
log_gap_b = (2 / (kappa_b * r0_b) * F_log(d / r0_b)
             / film_V(d, d, eps, kappa_b) - 1)
assert abs(log_gap) < 0.15 and abs(log_gap_b) > 0.5

# Crossover radii in units of r0
x_log = brentq(lambda x: 1 - F_log(x) / F(x) - 0.1, 0.01, 1)
x_coul = brentq(lambda x: 1 / (x * F(x)) - 1 - 0.1, 1, 20)
x_half = brentq(lambda x: net_charge(x) - 0.5, 0.01, 50)

print(f"film thickness d = {d:.0f} bohr = {d * BOHR_NM:.3f} nm")
print(f"film permittivity eps = {eps:.0f}, outer kappa = {kappa:.0f}")
print(f"screening length r0 = {r0:.0f} bohr = {r0 * BOHR_NM:.3f} nm")
print(f"sheet polarizability alpha = {kappa * r0 / (2 * np.pi):.3f} bohr")
print(f"energy prefactor 2/(kappa r0) = {2000 / (kappa * r0):.2f} mRy")
print("V in mRy; N = enclosed net sheet charge (ideal sheet)")
print("r/bohr    sheet      log  Coulomb     film      N")
for r in (1.0, 5.0, 10.0, 20.0, 50.0, 100.0, 200.0, 500.0, 1000.0):
    x = r / r0
    print(f"{r:6.0f} {1e3 * sheet_V(r, r0, kappa):8.3f} "
          f"{2e3 / (kappa * r0) * F_log(x):8.3f} {2e3 / (kappa * r):8.3f} "
          f"{1e3 * film_V(r, d, eps, kappa):8.3f} {net_charge(x):6.4f}")
print(f"sheet V at r = r0: {1e3 * sheet_V(r0, r0, kappa) * RY_EV:.2f} meV")
print(f"log form 10% low at r = {x_log:.4f} r0 = {x_log * r0:.2f} bohr")
print(f"Coulomb form 10% high at r = {x_coul:.4f} r0 = {x_coul * r0:.1f} bohr")
print(f"half net charge within r = {x_half:.4f} r0 = {x_half * r0:.1f} bohr")
print(f"image factor p = {p:.4f}")
print(f"constant added to 2/(eps r) for r << d: {1e3 * shift:.3f} mRy")
print(f"largest film-sheet gap for r >= d: {100 * film_gap:.2f} %")
print(f"log form against film at r = d, kappa = 1: {100 * log_gap:.1f} %")
print(f"second environment kappa = {kappa_b:.0f}: r0 = {r0_b:.0f} bohr")
print(f"film V at r = d, kappa = 5: {1e3 * film_V(d, d, eps, kappa_b):.3f} mRy")
print(f"sheet V at r = d, kappa = 5: {1e3 * sheet_V(d, r0_b, kappa_b):.3f} mRy")
print(f"log form against film at r = d, kappa = 5: {100 * log_gap_b:.1f} %")
print(f"high contrast eps = {eps_high:.0f}, kappa = 1: r0 = {r0_high:.0f} bohr")
print(f"log form against film there, r = {r_mid:.0f} bohr: {100 * high_gap:.2f} %")
print(f"Poisson check of film kernel, largest error: {max(film_errors):.1e}")
print(f"error ratio on fourfold mesh refinement: {refinement_gain:.1f}")
print(f"sheet limit, kappa 1 and 4, r0 = {r0_test:.0f} bohr, q = {q_test} /bohr:")
print(f"  error at d = 10 bohr: {limit_errors[0]:.1e}")
print(f"  error at d = 1 bohr: {limit_errors[1]:.1e}")
print(f"quadrature check of F and N, largest error: {max(quad_errors):.1e}")
print("OK")
```

Running it gives:

```
film thickness d = 20 bohr = 1.058 nm
film permittivity eps = 10, outer kappa = 1
screening length r0 = 100 bohr = 5.292 nm
sheet polarizability alpha = 15.915 bohr
energy prefactor 2/(kappa r0) = 20.00 mRy
V in mRy; N = enclosed net sheet charge (ideal sheet)
r/bohr    sheet      log  Coulomb     film      N
     1   94.619   94.422 2000.000  234.072 0.0097
     5   63.182   62.233  400.000   73.534 0.0454
    10   50.197   48.370  200.000   52.086 0.0851
    20   37.946   34.507  100.000   38.282 0.1531
    50   23.690   16.182   40.000   23.778 0.3033
   100   15.092    2.319   20.000   15.123 0.4611
   200    8.812  -11.544   10.000    8.820 0.6319
   500    3.874  -29.870    4.000    3.875 0.8168
  1000    1.981  -43.733    2.000    1.982 0.9027
sheet V at r = r0: 205.34 meV
log form 10% low at r = 0.2153 r0 = 21.53 bohr
Coulomb form 10% high at r = 2.4683 r0 = 246.8 bohr
half net charge within r = 1.1702 r0 = 117.0 bohr
image factor p = 0.8182
constant added to 2/(eps r) for r << d: 34.095 mRy
largest film-sheet gap for r >= d: 0.89 %
log form against film at r = d, kappa = 1: -9.9 %
second environment kappa = 5: r0 = 20 bohr
film V at r = d, kappa = 5: 16.024 mRy
sheet V at r = d, kappa = 5: 15.092 mRy
log form against film at r = d, kappa = 5: -85.5 %
high contrast eps = 1000, kappa = 1: r0 = 10000 bohr
log form against film there, r = 200 bohr: -0.48 %
Poisson check of film kernel, largest error: 7.0e-06
error ratio on fourfold mesh refinement: 16.0
sheet limit, kappa 1 and 4, r0 = 100 bohr, q = 0.01 /bohr:
  error at d = 10 bohr: 3.4e-03
  error at d = 1 bohr: 3.3e-05
quadrature check of F and N, largest error: 6.6e-14
OK
```
